# Local-Moment Formation in the Hartree-Fock Anderson Impurity: a numerical check

```python
"""Anderson impurity in Hartree-Fock: moment boundary and Friedel sum rule.

Result under test: a magnetic solution exists if and only if
U sin(pi n0)^2 > pi DELTA, where n0 is the nonmagnetic occupation per spin;
for eps_d = -U/2 this is U > pi DELTA. The electrons of spin s added by the
impurity number delta_s/pi, with delta_s the phase shift at the Fermi level.
DELTA: half-width of the level; U: repulsion; eps_d: bare level energy.
Energies are in eV, measured from the Fermi level unless mu is given.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq
from scipy.special import expit

DELTA = 0.20
U = 2.0
U_CRIT = np.pi * DELTA


# ---------- derived formulas (wide band) ----------
def occupation(level):
    return np.arctan2(DELTA, level) / np.pi


def density_at_fermi(n):
    return np.sin(np.pi * n) ** 2 / (np.pi * DELTA)


def energy_function(n_up, n_dn, eps_d, u):
    logs = np.log(np.sin(np.pi * n_up)) + np.log(np.sin(np.pi * n_dn))
    return -DELTA / np.pi * logs + eps_d * (n_up + n_dn) + u * n_up * n_dn


def symmetric_moment(ratio):
    """Moment for U = ratio * pi * DELTA, ratio > 1."""
    return brentq(lambda m: np.tan(np.pi * m / 2) - ratio * np.pi * m / 2,
                  1e-3, 1 - 1e-9, xtol=1e-14)


def solve_formula(eps_d, u):
    """Nonmagnetic n0 and the magnetic pair (n_up > n_dn)."""
    f = lambda n: occupation(eps_d + u * n)
    n0 = brentq(lambda n: f(n) - n, 0, 1, xtol=1e-14)
    n_dn = brentq(lambda n: f(f(n)) - n, 0, n0 - 1e-4, xtol=1e-14)
    return n0, f(n_dn), n_dn


def window_edge(ratio):
    """Lower edge of (mu - eps_d)/U for a moment, ratio = U/(pi DELTA) >= 1."""
    n = np.arcsin(np.sqrt(1 / ratio)) / np.pi
    return n - np.sin(2 * np.pi * n) / (2 * np.pi)


# ---------- independent road: discretized band, diagonalization ----------
def arrow_matrix(level, band, coupling):
    h = np.diag(np.concatenate(([level], band)))
    h[0, 1:] = h[1:, 0] = coupling
    return h


SCALE, HALF_WIDTH = 1e-3, 1e3
t_max = np.arcsinh(HALF_WIDTH / SCALE)
t_grid = np.linspace(-t_max, t_max, 301)
BAND = SCALE * np.sinh(t_grid)
BAND[150] = 0.0
COUPLING = np.sqrt(DELTA / np.pi * SCALE * np.cosh(t_grid)
                   * (t_grid[1] - t_grid[0]))


def diagonalized(level):
    """Impurity occupation and sum of occupied energies for one spin."""
    w, v = np.linalg.eigh(arrow_matrix(level, BAND, COUPLING))
    filled = w < 0
    return np.sum(v[0, filled] ** 2), np.sum(w[filled])


def matrix_scf(eps_d, u):
    n_dn = 0.0
    for _ in range(100):
        n_up = diagonalized(eps_d + u * n_dn)[0]
        new = diagonalized(eps_d + u * n_up)[0]
        change, n_dn = abs(new - n_dn), new
        if change < 1e-7:
            return n_up, n_dn
    raise RuntimeError("self-consistency not reached")


def matrix_energy(n_up, n_dn, eps_d, u):
    return (diagonalized(eps_d + u * n_dn)[1]
            + diagonalized(eps_d + u * n_up)[1] - u * n_up * n_dn)


# Occupation and Fermi-level density of a single resonant level
for level in (-0.9, -0.1, 0.0, 0.3, 1.0):
    assert abs(diagonalized(level)[0] - occupation(level)) < 1e-3
step = 0.01
for level in (0.0, 0.3):
    slope = (diagonalized(level - step)[0]
             - diagonalized(level + step)[0]) / (2 * step)
    assert abs(slope / density_at_fermi(occupation(level)) - 1) < 0.01
    if level == 0.0:
        u_crit_matrix = 1 / slope

# Symmetric threshold: start polarized on either side of it
below = matrix_scf(-0.4 * U_CRIT, 0.8 * U_CRIT)
above = matrix_scf(-0.6 * U_CRIT, 1.2 * U_CRIT)
m_below, m_above = below[0] - below[1], above[0] - above[1]
assert abs(m_below) < 1e-4
assert abs(m_above - symmetric_moment(1.2)) < 3e-3

# Square-root onset of the moment
onset_ratio = symmetric_moment(1.001) / (2 / np.pi * np.sqrt(3 * 0.001))
assert abs(onset_ratio - 1) < 2e-3

# Worked solutions and their energies against the matrix calculation
solutions = {}
for name, eps_d in (("symmetric", -U / 2), ("asymmetric", -0.6)):
    n0, n_up, n_dn = solve_formula(eps_d, U)
    a_up, a_dn = matrix_scf(eps_d, U)
    a0 = brentq(lambda n: diagonalized(eps_d + U * n)[0] - n, 0.01, 0.99,
                xtol=1e-9)
    assert max(abs(a_up - n_up), abs(a_dn - n_dn), abs(a0 - n0)) < 2e-3
    gain = (energy_function(n_up, n_dn, eps_d, U)
            - energy_function(n0, n0, eps_d, U))
    gain_matrix = (matrix_energy(a_up, a_dn, eps_d, U)
                   - matrix_energy(a0, a0, eps_d, U))
    assert gain < 0 and abs(gain - gain_matrix) < 2e-3
    solutions[name] = (eps_d, n0, n_up, n_dn, gain, gain_matrix)
m_sym = symmetric_moment(U / U_CRIT)
assert abs(m_sym - (solutions["symmetric"][2]
                    - solutions["symmetric"][3])) < 1e-9
gain_closed = (-2 * DELTA / np.pi * np.log(np.cos(np.pi * m_sym / 2))
               - U * m_sym ** 2 / 4)
assert abs(gain_closed - solutions["symmetric"][5]) < 2e-3

# Whole boundary: count all self-consistent solutions by sign changes
rng = np.random.default_rng(7)
grid = np.linspace(0, 1, 4002)
counted = {1: 0, 3: 0}
for _ in range(400):
    ratio, x = rng.uniform(0.5, 10), rng.uniform(-0.3, 1.3)
    if abs(ratio - 1) < 0.02:
        continue
    edge = window_edge(ratio) if ratio > 1 else 0.5
    if ratio > 1 and min(abs(x - edge), abs(x - 1 + edge)) < 0.005:
        continue
    g = lambda n: np.arctan2(1.0, np.pi * ratio * (n - x)) / np.pi
    roots = np.count_nonzero(np.diff(np.sign(g(g(grid)) - grid)))
    expected = 3 if ratio > 1 and edge < x < 1 - edge else 1
    assert roots == expected
    counted[roots] += 1
assert min(counted.values()) > 50

# Schwarzian derivative of the self-consistency map is negative
n_s, x_s, r_s = sp.symbols("n x r", real=True)
f_s = sp.Rational(1, 2) - sp.atan(r_s * (n_s - x_s)) / sp.pi
d1, d2, d3 = [sp.diff(f_s, n_s, k) for k in (1, 2, 3)]
schwarzian = d3 / d1 - sp.Rational(3, 2) * (d2 / d1) ** 2
claimed = -2 * r_s ** 2 / (1 + r_s ** 2 * (n_s - x_s) ** 2) ** 2
assert sp.simplify(schwarzian - claimed) == 0


# Friedel sum rule: count states with and without the impurity
def friedel_count(level, mu, half_width, size, smearing):
    spacing = 2 * half_width / size
    band = -half_width + (np.arange(size) + 0.5) * spacing
    coupling = np.full(size, np.sqrt(DELTA * spacing / np.pi))
    w, v = np.linalg.eigh(arrow_matrix(level, band, coupling))
    fermi = lambda e: expit((mu - e) / smearing)
    added = fermi(w).sum() - fermi(band).sum()
    shift = DELTA / np.pi * np.log((half_width + mu) / (half_width - mu))
    phase = np.arctan2(DELTA, level + shift - mu)
    return added, phase / np.pi, np.sum(v[0] ** 2 * fermi(w))


wide = friedel_count(0.3, 0.0, 10.0, 1600, 0.01)
narrow = friedel_count(0.0, -0.3, 1.0, 600, 0.004)
assert abs(wide[0] - wide[1]) < 1e-3 and abs(narrow[0] - narrow[1]) < 1e-3
assert abs(wide[0] - wide[2]) < 0.01 < abs(narrow[0] - narrow[2])


# Exact diagonalization of a small cluster against Hartree-Fock
def sector(h, particles):
    """Many-electron matrix of one spin species and impurity occupations."""
    states = list(itertools.combinations(range(len(h)), particles))
    index = {s: i for i, s in enumerate(states)}
    big = np.zeros((len(states), len(states)))
    for s in states:
        for i, q in enumerate(s):
            rest = s[:i] + s[i + 1:]
            for p in range(len(h)):
                if p not in rest:
                    new = tuple(sorted(rest + (p,)))
                    sign = (-1) ** (i + new.index(p))
                    big[index[new], index[s]] += sign * h[p, q]
    return big, np.array([float(0 in s) for s in states])


U_CL, V_CL, BAND_CL = 3.0, 0.3, np.array([-1.0, 0.0, 1.0])


def cluster_ground(count_up, count_dn):
    h = arrow_matrix(-U_CL / 2, BAND_CL, V_CL)
    h_up, occ_up = sector(h, count_up)
    h_dn, occ_dn = sector(h, count_dn)
    one_up, one_dn = np.ones(len(occ_up)), np.ones(len(occ_dn))
    full = (np.kron(h_up, np.diag(one_dn)) + np.kron(np.diag(one_up), h_dn)
            + U_CL * np.diag(np.kron(occ_up, occ_dn)))
    w, v = np.linalg.eigh(full)
    spin = np.kron(occ_up, one_dn) - np.kron(one_up, occ_dn)
    return w[0], np.sum(v[:, 0] ** 2 * spin)


def cluster_level(level):
    w, v = np.linalg.eigh(arrow_matrix(level, BAND_CL, V_CL))
    return np.sum(v[0, :2] ** 2), w[:2].sum()


e_singlet, m_exact = cluster_ground(2, 2)
e_triplet = cluster_ground(3, 1)[0]
c_dn = 0.0
for _ in range(300):
    c_up = cluster_level(-U_CL / 2 + U_CL * c_dn)[0]
    c_dn = cluster_level(-U_CL / 2 + U_CL * c_up)[0]
e_hf = (cluster_level(-U_CL / 2 + U_CL * c_dn)[1]
        + cluster_level(-U_CL / 2 + U_CL * c_up)[1] - U_CL * c_up * c_dn)
assert e_triplet - e_singlet > 1e-3 and abs(m_exact) < 1e-8
assert c_up - c_dn > 0.5 and e_hf > e_singlet

# ---------- printed results ----------
print(f"Half-width Delta = {DELTA:.2f} eV, repulsion U = {U:.2f} eV")
print(f"Threshold pi*Delta = {U_CRIT:.4f} eV"
      f" = {U_CRIT * constants.e:.4e} J")
print(f"Threshold from diagonalized band = {u_crit_matrix:.4f} eV")
print(f"U/(pi*Delta) = {U / U_CRIT:.4f} (dimensionless)")
edge = window_edge(U / U_CRIT)
print(f"Window edge (mu-eps_d)/U = {edge:.4f} (dimensionless)")
print(f"Moment for eps_d-mu from {-(1 - edge) * U:.4f}"
      f" to {-edge * U:.4f} eV")
for name, (eps_d, n0, n_up, n_dn, gain, gain_m) in solutions.items():
    print(f"{name}: eps_d-mu = {eps_d:.2f} eV")
    print(f"  nonmagnetic n0 = {n0:.4f} electrons per spin")
    print(f"  U*rho(mu) at n0 = {U * density_at_fermi(n0):.4f}"
          " (dimensionless)")
    print(f"  n_up = {n_up:.4f}, n_dn = {n_dn:.4f} electrons")
    print(f"  total n = {n_up + n_dn:.4f} electrons")
    print(f"  moment (g=2) = {n_up - n_dn:.4f} Bohr magnetons")
    print(f"  E_up-mu = {eps_d + U * n_dn:.4f} eV,"
          f" E_dn-mu = {eps_d + U * n_up:.4f} eV")
    print(f"  delta_up = {np.pi * n_up:.4f} rad,"
          f" delta_dn = {np.pi * n_dn:.4f} rad")
    print(f"  rho_up(mu) = {density_at_fermi(n_up):.4f} 1/eV,"
          f" rho_dn(mu) = {density_at_fermi(n_dn):.4f} 1/eV")
    print(f"  magnetic minus nonmagnetic energy = {gain:.4f} eV")
    print(f"  same from diagonalized band = {gain_m:.4f} eV")
for ratio in (1.01, 1.1, 1.2, 1.5, 2.0, 5.0):
    print(f"Symmetric, U/(pi*Delta) = {ratio:.2f}:"
          f" m = {symmetric_moment(ratio):.4f} Bohr magnetons")
print(f"Diagonalized band, ratio 0.80: |m| = {abs(m_below):.4f}"
      " Bohr magnetons")
print(f"Diagonalized band, ratio 1.20: m = {m_above:.4f} Bohr magnetons")
print(f"Random cases with 1 solution: {counted[1]}, with 3: {counted[3]}")
for name, setup, r in (
        ("Wide", "half-width 10 eV, E=0.3 eV, mu=0 eV", wide),
        ("Narrow", "half-width 1 eV, E=0 eV, mu=-0.3 eV", narrow)):
    print(f"{name} band: {setup}")
    print(f"  added = {r[0]:.4f}, delta/pi = {r[1]:.4f},"
          f" n_d = {r[2]:.4f} electrons")
print(f"Cluster: U = {U_CL:.1f} eV, V = {V_CL:.1f} eV,"
      " band levels -1, 0, 1 eV, 4 electrons")
print(f"  exact singlet energy = {e_singlet:.4f} eV")
print(f"  exact triplet minus singlet = {e_triplet - e_singlet:.4f} eV")
print(f"  Hartree-Fock energy = {e_hf:.4f} eV")
print(f"  impurity moment: exact {abs(m_exact):.4f},"
      f" Hartree-Fock {c_up - c_dn:.4f} Bohr magnetons")
print("OK")
```

Running it gives:

```
Half-width Delta = 0.20 eV, repulsion U = 2.00 eV
Threshold pi*Delta = 0.6283 eV = 1.0067e-19 J
Threshold from diagonalized band = 0.6289 eV
U/(pi*Delta) = 3.1831 (dimensionless)
Window edge (mu-eps_d)/U = 0.0416 (dimensionless)
Moment for eps_d-mu from -1.9167 to -0.0833 eV
symmetric: eps_d-mu = -1.00 eV
  nonmagnetic n0 = 0.5000 electrons per spin
  U*rho(mu) at n0 = 3.1831 (dimensionless)
  n_up = 0.9267, n_dn = 0.0733 electrons
  total n = 1.0000 electrons
  moment (g=2) = 0.8535 Bohr magnetons
  E_up-mu = -0.8535 eV, E_dn-mu = 0.8535 eV
  delta_up = 2.9114 rad, delta_dn = 0.2302 rad
  rho_up(mu) = 0.0829 1/eV, rho_dn(mu) = 0.0829 1/eV
  magnetic minus nonmagnetic energy = -0.1760 eV
  same from diagonalized band = -0.1761 eV
asymmetric: eps_d-mu = -0.60 eV
  nonmagnetic n0 = 0.3507 electrons per spin
  U*rho(mu) at n0 = 2.5326 (dimensionless)
  n_up = 0.8768, n_dn = 0.0546 electrons
  total n = 0.9315 electrons
  moment (g=2) = 0.8222 Bohr magnetons
  E_up-mu = -0.4907 eV, E_dn-mu = 1.1536 eV
  delta_up = 2.7546 rad, delta_dn = 0.1717 rad
  rho_up(mu) = 0.2267 1/eV, rho_dn(mu) = 0.0464 1/eV
  magnetic minus nonmagnetic energy = -0.1282 eV
  same from diagonalized band = -0.1283 eV
Symmetric, U/(pi*Delta) = 1.01: m = 0.1096 Bohr magnetons
Symmetric, U/(pi*Delta) = 1.10: m = 0.3295 Bohr magnetons
Symmetric, U/(pi*Delta) = 1.20: m = 0.4427 Bohr magnetons
Symmetric, U/(pi*Delta) = 1.50: m = 0.6159 Bohr magnetons
Symmetric, U/(pi*Delta) = 2.00: m = 0.7420 Bohr magnetons
Symmetric, U/(pi*Delta) = 5.00: m = 0.9117 Bohr magnetons
Diagonalized band, ratio 0.80: |m| = 0.0000 Bohr magnetons
Diagonalized band, ratio 1.20: m = 0.4428 Bohr magnetons
Random cases with 1 solution: 178, with 3: 216
Wide band: half-width 10 eV, E=0.3 eV, mu=0 eV
  added = 0.1875, delta/pi = 0.1872, n_d = 0.1837 electrons
Narrow band: half-width 1 eV, E=0 eV, mu=-0.3 eV
  added = 0.2084, delta/pi = 0.2084, n_d = 0.1647 electrons
Cluster: U = 3.0 eV, V = 0.3 eV, band levels -1, 0, 1 eV, 4 electrons
  exact singlet energy = -3.7998 eV
  exact triplet minus singlet = 0.2232 eV
  Hartree-Fock energy = -3.6989 eV
  impurity moment: exact 0.0000, Hartree-Fock 0.8761 Bohr magnetons
OK
```
